\section*{Where thermionic emission overtakes direct tunnelling in high-permittivity films}

\section{What dimensions and additivity fix}

An insulating film of thickness $t$ separates two metals. Its conduction-band edge lies an energy $\phi$ above the Fermi level, and an electron in it has effective mass $m$. Two routes carry current at temperature $T$.

Thermionic emission over the top is classical in its exponent: neither $\hbar$ nor $t$ can enter, so the exponent depends on $\phi/k_BT$ alone. It is equal to this ratio, because it is the Boltzmann factor. Tunnelling at the Fermi level needs no heat. The only dimensionless group made of $\phi,m,t,\hbar$ is $t\sqrt{m\phi}/\hbar$, and since successive slices of a uniform barrier multiply the decay, the exponent is linear in $t$. Equating the two exponents gives
\begin{equation}
t^*=C\,\frac{\hbar}{k_BT}\sqrt{\frac{\phi}{m}},
\label{eq:dim}
\end{equation}
with $C$ a pure number.

Permittivity enters through capacitance. The equivalent oxide thickness $d$ is the thickness of a film of relative permittivity $3.9$ with the same capacitance per area:
\begin{equation}
\frac{\varepsilon_0k}{t}=\frac{3.9\,\varepsilon_0}{d}
\quad\Rightarrow\quad t=\frac{k\,d}{3.9}.
\label{eq:eot}
\end{equation}
At fixed $d$ a larger $k$ means a thicker film, hence less tunnelling and unchanged thermionic emission. The crossing therefore occurs at a permittivity $k^*\propto\sqrt{\phi/m}/(Td)$.

\section{The leading order}

In a flat barrier, $-(\hbar^2/2m)\psi''=-(\phi-W)\psi$, where $W$ is the energy of normal motion measured from the Fermi level. The solution decays as $e^{-\kappa_Wx}$ with $\kappa_W=\sqrt{2m(\phi-W)}/\hbar$, and the probability is the square. Write $\kappa=\kappa_{W=0}$. Equal exponents require
\begin{equation}
2\kappa t^*=\frac{\phi}{k_BT},\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar},
\end{equation}
so $C=1/(2\sqrt2)$ in (\ref{eq:dim}), and by (\ref{eq:eot})
\begin{equation}
k^*=\frac{3.9}{d}\,\frac{\hbar\sqrt{\phi}}{2\sqrt{2m}\,k_BT}.
\label{eq:kstar}
\end{equation}

Take $\phi=1$ eV, $m=0.2\,m_0$, $d=1$ nm and $T=300$ K. Then $k_BT=0.02585$ eV, $\phi/k_BT=38.68$ and $2\kappa=4.582\ \mathrm{nm^{-1}}$, so
\[
t^*=\frac{38.68}{4.582}=8.44\ \mathrm{nm},\qquad k^*=3.9\times8.44=32.9 .
\]

\subsection{Why two exponents suffice}

An electron could also be partly heated and tunnel at an intermediate energy. For $0\le W\le\phi$ the combined exponent is $\Phi(W)=W/k_BT+2\kappa t\sqrt{1-W/\phi}$. At $t=t^*$ put $s=\sqrt{1-W/\phi}$, so that $W=\phi(1-s^2)$:
\begin{equation}
\Phi=\frac{\phi}{k_BT}\left(1-s^2+s\right)=\frac{\phi}{k_BT}\left[1+s(1-s)\right].
\end{equation}
Since $0\le s\le1$, $\Phi$ is smallest at the two ends, $W=0$ and $W=\phi$. At $W=\phi/2$ it is $38.68\times1.207=46.69$, which suppresses that energy by a further $e^{-8}$. The current thus splits into a cold part near the Fermi level and a hot part near the top. I divide them at $W=\phi/2$.

\section{The first correction}

Equal exponents are not equal currents. The prefactors follow from the full current.

\subsection{The current integral}

Let $E$ be the total energy and $E_\perp=\hbar^2k_\perp^2/2m$ the transverse energy, computed with the insulator mass. Transverse wavevector is conserved, so in the barrier $\kappa_W^2=2m(\phi-E)/\hbar^2+k_\perp^2$, which depends on $W=E-E_\perp$ alone. The electrodes are assumed to have states at every $k_\perp$ needed. Each spin and each $k_\perp$ carries $dE/2\pi\hbar$ electrons per second, weighted by the transmission $\mathcal T(W)$. With $d^2k_\perp=(2\pi m/\hbar^2)\,dE_\perp$,
\begin{align}
J&=2q\int\!\frac{d^2k_\perp}{(2\pi)^2}\int\!\frac{dE}{2\pi\hbar}\,
\mathcal T(W)\,[f(E)-f(E+qV)]\nonumber\\
&=\frac{qm}{2\pi^2\hbar^3}\int\! dW\,\mathcal T(W)
\int_0^\infty\! dE_\perp\,[f(W+E_\perp)-f(W+E_\perp+qV)],
\label{eq:J}
\end{align}
where $f(E)=1/(1+e^{E/k_BT})$. For $qV\ll k_BT$ the bracket is $-qVf'(W+E_\perp)$, whose integral over $E_\perp$ is $qVf(W)$. Hence
\begin{equation}
J=\frac{q^2mV}{2\pi^2\hbar^3}\int dW\,\mathcal T(W)f(W).
\label{eq:lin}
\end{equation}
I use the semiclassical $\mathcal T=e^{-2\kappa_Wt}$ below the top and $\mathcal T=1$ above it.

\subsection{Hot and cold integrals}

Above the top $f\simeq e^{-W/k_BT}$, so the hot integral is, to leading order,
\begin{equation}
I_h=\int_\phi^\infty e^{-W/k_BT}dW=k_BT\,e^{-\phi/k_BT}.
\end{equation}
Near the Fermi level $\sqrt{1-W/\phi}\simeq1-W/2\phi$, which gives $\mathcal T\simeq e^{-2\kappa t}e^{bW}$ with $b=\kappa t/\phi$. With $y=W/k_BT$ and $a=bk_BT$,
\begin{equation}
I_c=k_BT\,e^{-2\kappa t}M(a),\qquad M(a)=\int_{-\infty}^{\infty}\frac{e^{ay}}{1+e^y}\,dy .
\end{equation}
The integral converges for $0<a<1$. To evaluate it, close the contour along the line $y+2\pi i$, where the integrand is $e^{2\pi ia}$ times its value on the real axis. The enclosed pole at $y=i\pi$ has residue $e^{i\pi a}/e^{i\pi}=-e^{i\pi a}$, so
\begin{equation}
(1-e^{2\pi ia})M=-2\pi i\,e^{i\pi a}
\ \Rightarrow\
M=\frac{2\pi i}{e^{i\pi a}-e^{-i\pi a}}=\frac{\pi}{\sin\pi a}.
\end{equation}
At equal exponents $\kappa t=\phi/2k_BT$, so $a=\tfrac12$ and $M=\pi$. Where the exponents are equal, the cold current is larger by a factor close to $\pi$.

\subsection{Size of the next term}

Let $\epsilon=k_BT/\phi$, so $2\kappa t^*=1/\epsilon$. Two terms of relative order $\epsilon$ correct the ratio.

In the cold part, the next term of the square root is $-W^2/8\phi^2$. It multiplies $\mathcal T$ by $1+\epsilon y^2/8$. The mean of $y^2$ is $M''/M$, and
\[
M''(a)=\pi^3\,\frac{1+\cos^2\pi a}{\sin^3\pi a}\quad\Rightarrow\quad M''(\tfrac12)/M(\tfrac12)=\pi^2 .
\]
The cold factor is $1+\pi^2\epsilon/8$.

In the hot part, electrons just below the top also tunnel. With $\phi-W=\phi\epsilon^2z^2$ the tunnelling exponent is $z$ and the Boltzmann gain $\epsilon z^2$ is negligible at this order, so the added integral is
\[
e^{-\phi/k_BT}\,2\phi\epsilon^2\int_0^\infty z\,e^{-z}dz=2\epsilon\,k_BT\,e^{-\phi/k_BT}.
\]
The hot factor is $1+2\epsilon$. Together
\begin{equation}
\left.\frac{I_c}{I_h}\right|_{t^*}=\pi\left[1+\left(\frac{\pi^2}{8}-2\right)\epsilon+O(\epsilon^2)\right].
\label{eq:ratio}
\end{equation}
For $\epsilon=0.02585$ this is $3.08$; numerical integration gives $3.05$. For $\phi/k_BT=400$ it is $3.136$, and the integration gives $3.135$.

\subsection{The corrected crossing}

Equal currents need $2\kappa t=\phi/k_BT+\ln\pi$ up to terms of order $\epsilon$. The change of $a$ is itself of order $\epsilon$, so it does not matter at this order; since $\sin\pi a$ is stationary at $a=\tfrac12$, it alters $M$ only at order $\epsilon^2$. Dividing by $2\kappa t^*=\phi/k_BT$,
\begin{equation}
k_{\rm eq}=k^*\left[1+\frac{k_BT}{\phi}\ln\pi+O(\epsilon^2)\right].
\end{equation}
Here $k_{\rm eq}=32.9\,(1+0.02585\times1.145)=33.9$, which is also the value found numerically from the semiclassical integrals. In general, a factor $Q$ in favour of the cold current moves the crossing by $3.9\ln Q/(2\kappa d)=0.85\ln Q$ units of permittivity. The estimate is insensitive to prefactors, because they enter through a logarithm. It is not protected against errors in $\kappa$ or $\phi$, which enter the exponents.

\section{A second case: a tilted barrier}

A voltage lowers the barrier at every point inside the film. For small tilt the mean height is $\phi-qV/2$, and the exponent at $W=0$ becomes $2\kappa t(1-qV/4\phi)$. At $t^*$ this is a change of $qV/4k_BT$. The leading order therefore needs $qV\ll\phi$, while the factor $\pi$ needs the stricter $qV\ll k_BT$. Numerically, the equal-current permittivity is $34.4$ at $0.1$ V and $34.8$ at $0.3$ V.

Any tilt makes the tip of the barrier triangular, so for $qV<\phi\,(k/k^*)^2$ the combined exponent already has a local minimum a depth $(qV)^2(k^*/k)^2/\phi$ below the top ($0.08$ eV at $0.3$ V and $k=34.8$). At small voltage and $k<2k^*$ a maximum still separates this minimum from the cold part; for larger $k$ the exponent rises all the way from the minimum down to the Fermi level. At $qV=\phi$ that maximum has gone and the structure of the problem is different. Put $v=(\phi-W)/\phi$ and let $x$ be the distance into the film. For $0\le v\le1$ the action integral is
\begin{equation}
2\kappa\int_0^{vt}\sqrt{v-x/t}\;dx=\tfrac23\,(2\kappa t)\,v^{3/2}.
\end{equation}
With $\Lambda=2\kappa t\,k_BT/\phi=k/k^*$ the combined exponent is
\begin{equation}
\Phi=\frac{\phi}{k_BT}\left[1-v+\tfrac23\Lambda v^{3/2}\right],\qquad
\frac{d\Phi}{dv}=\frac{\phi}{k_BT}\left[-1+\Lambda\sqrt v\right].
\end{equation}
The second derivative is positive, so for $\Lambda>1$ there is an interior minimum at $v=1/\Lambda^2$. The current is then carried by electrons that are partly heated and tunnel through the thin upper part of the barrier. The crossover is now gradual: the dominant energy climbs from the Fermi level towards the top as $k$ grows. It passes $\phi/2$ when $\Lambda=\sqrt2$, that is $k=\sqrt2\times32.92=46.6$. The numerical permittivity for equal currents below and above $\phi/2$ is $47.0$. Unlike the values up to $0.3$ V, this one depends on the dividing energy: it is about $43$ for $0.4\,\phi$ and $53$ for $0.6\,\phi$. The value 33 is thus a small-voltage result.

\section{Permittivity against band gap}

This section concerns small voltages. Below $k^*$ the leakage exponent is proportional to $k\sqrt{m\phi}$. For the present parameters each unit of $k$ at fixed $\phi$ removes $4.582/(3.9\ln10)=0.51$ decades of current. Above $k^*$ the exponent is $\phi/k_BT$, further permittivity gains little, and each $0.1$ eV of barrier lost costs $1.68$ decades.

Materials of higher permittivity tend to have smaller gaps, and a smaller gap usually brings a smaller barrier. Consider a family in which $\phi$ falls as $k$ rises while $k\sqrt{m\phi}$ still increases, at fixed $d$ and $T$ and small voltage. The smaller of the two exponents controls the leakage; one rises along the family and the other falls, so at leading order the best member lies where they meet. Prefactors and the ratio of the two slopes along the family move it through logarithms: for $\phi\propto k^{-p}$ at fixed mass, with $\phi=1$ eV at $k=32.9$, the flat-barrier current is smallest at $k=35.8$ for $p=0.1$, $33.2$ for $p=1$ and $31.9$ for $p=1.9$. The rule does not carry over to $qV\sim\phi$: at $1$ V the minimum lies near $107$ for $p=0.1$ and near $28$ for $p=1$. By (\ref{eq:kstar}) that meeting point itself moves with the barrier: $k^*=23.3$ for $0.5$ eV and $40.3$ for $1.5$ eV.

\section{Effects outside the model}

Each shift below is taken alone.

\emph{Temperature and mass.} At $358$ K, $k^*=27.6$. For $m=m_0$ at $300$ K, $k^*=14.7$.

\emph{Band shape in the gap.} The parabolic $\kappa$ overestimates the decay deep in a gap $E_g$. The two-band form $\kappa^2=2m\phi(1-\phi/E_g)/\hbar^2$ multiplies $k^*$ by $(1-\phi/E_g)^{-1/2}$, which takes it from $32.9$ to $39.7$ for $E_g=3.2$ eV. This acts on the exponent and is larger than the shifts below.

\emph{Reflection at the faces.} Matching waves at abrupt interfaces, with free-electron electrodes whose band bottom lies $5$ eV below the Fermi level and whose normal velocity is set by $W$, moves the equal-current permittivity from $33.9$ to $36.3$.

\emph{Image forces.} A charge at mid-film has images at distances $nt$ on both sides, with signs $(-1)^n$. Half the interaction energy is
\[
\frac{q^2}{4\pi\varepsilon t}\sum_{n\ge1}\frac{(-1)^n}{n}=-\frac{q^2\ln2}{4\pi\varepsilon t}.
\]
With an optical relative permittivity of $5$ this lowers the top by $0.024$ eV at $t^*$. Equal exponents, with the rounded barrier in both, then occur at $k=34.0$ instead of $32.9$.

\emph{Scattering.} Hot electrons may diffuse through the film. Let $J_\pm$ be the one-way particle fluxes, $n$ the density and $v_R=\sqrt{k_BT/2\pi m}$ the one-way thermal velocity, so that $n=(J_++J_-)/2v_R$ and the net flux is $j=J_+-J_-$. The electrodes impose $J_+(0)=v_Rn_L$ and $J_-(t)=v_Rn_R$, hence $n(0)=n_L-j/2v_R$ and $n(t)=n_R+j/2v_R$. Diffusion gives $n(0)-n(t)=jt/D$, and therefore
\begin{equation}
j=\frac{v_R(n_L-n_R)}{1+v_Rt/D}.
\end{equation}
A mobility of $5\ \mathrm{cm^2/Vs}$ gives $D=0.129\ \mathrm{cm^2/s}$, against $v_R=6.0\times10^6$ cm/s. At $t^*$ the hot current falls $40$ times, and the crossing of exponents, with this factor included, moves to $36.1$. The length $D/v_R$ is about $0.2$ nm, shorter than a lattice period, so band transport is strained here and the shift is an order of size.

\section{A strontium titanate capacitor film}

Consider SrTiO$_3$ between metals of high work function, with rough values: barrier $1$ eV, thin-film permittivity $100$, and the optical permittivity and mobility used above. At $d=1$ nm the film is $100/3.9=25.6$ nm thick. Its tunnelling exponent is $117.5$ against $38.7$ for emission, so at small voltage it lies far on the thermionic side. Integrating (\ref{eq:J}) over $W>\phi$ at $qV\gg k_BT$, where the inner integral is $k_BTe^{-W/k_BT}$, gives the emission current
\begin{equation}
J_{\rm th}=\frac{qm(k_BT)^2}{2\pi^2\hbar^3}e^{-\phi/k_BT}=3.4\times10^{-11}\ \mathrm{A/cm^2}.
\end{equation}

This value ignores scattering. Adding a drift velocity $v=\mu V/t$ to the flux argument above divides it by $\tfrac12(1+e^{-u})+(v_R/v)(1-e^{-u})$ with $u=qV/k_BT$, which is about $31$ at $0.1$ V and $3.6$ at $1$ V. At small voltage this factor grows nearly in proportion to $t$, so with scattering the hot current keeps falling roughly as $1/k$ instead of levelling off.

The semiclassical model, without image forces or scattering, gives these current densities in $\mathrm{A/cm^2}$ at fixed barrier, mass and $d$:

\begin{center}
\begin{tabular}{rcc}
$k$ & $0.1$ V & $1$ V\\
20 & $2.2\times10^{-3}$ & $2.5$\\
33 & $5.6\times10^{-10}$ & $1.6\times10^{-4}$\\
50 & $7.3\times10^{-11}$ & $1.3\times10^{-7}$\\
100 & $5.3\times10^{-11}$ & $9.9\times10^{-10}$
\end{tabular}
\end{center}

At $0.1$ V the current falls by $6.6$ decades between $k=20$ and $33$, close to $13\times0.51$, and then levels off. The closeness is partly compensation: the tilt reduces the fall of the exponent to $6.46$ decades, the prefactor of the cold current adds $0.21$, and the hot share at $k=33$ takes back $0.08$. At $1$ V it is still falling at $k=100$. There $\Lambda=3.04$, so the dominant energy lies $\phi/\Lambda^2=0.11$ eV below the top. The minimum of $\Phi$ is lower than $\phi/k_BT$ by $\phi/(3\Lambda^2k_BT)=1.40$. The Gaussian integral about it, in units of $k_BT$, is $\sqrt{4\pi\phi/(k_BT\Lambda^2)}=7.3$. The product $e^{1.40}\times7.3\approx29$ estimates the total current relative to that over the top; the computed ratio is $28.8$. The peak is broad, with a standard deviation of about $0.07$ eV against a depth of $0.11$ eV, so such close agreement should not be expected in general. For this sharp-tipped barrier and light mass, most of the ``hot'' current is thermally assisted tunnelling.

For a uniform permittivity the field at $1$ V is $0.39$ MV/cm, below the breakdown fields of order $1$ MV/cm typical of such high-permittivity films. The rows $k=20$ and $33$ at $1$ V correspond to $1.95$ and $1.18$ MV/cm; oxides of lower permittivity generally withstand higher fields, so that scale does not apply to them. Near one electrode the image energy and the field $F$ lower the top by the minimum over $x$ of $q^2/16\pi\varepsilon x+qFx$, which is $\sqrt{q^3F/4\pi\varepsilon}=0.106$ eV. This raises the emission over the top about $60$ times. In the semiclassical model the total current rises much less, about $9$ times, because the lowering removes the tip through which the assisted tunnelling passed. With the rounded barrier the ratio of total to over-the-top current falls from $29$ to about $4$, and for a mass $m_0$ to about $1.6$, where tunnelling is the smaller part. These factors rest on $\mathcal T=1$ at the top and are good only to about a factor of two: solving the wave equation, with the insulator mass throughout and the potential cut off $1$ to $5$ eV below the Fermi level, gives a rise of about $4.5$ instead of $9$, while about $80\%$ of the current still flows below the rounded top for $0.2\,m_0$ and about a quarter for $m_0$.

Three assumptions stand far from the real material. The conduction band of SrTiO$_3$ is heavier than $0.2\,m_0$; its masses depend strongly on direction, and near the band edge the slowest decay follows the lightest mass along the normal. A mass of $0.4\,m_0$ would bring $k^*$ down from $33$ to about $23$, and $m_0$ to about $15$, which places the film still further beyond the crossing. The permittivity was taken as uniform. If the value $100$ comes instead from a bulk value near $300$ in series with capacitances at the two faces, a third of the voltage drops at each face and lowers the barrier at the injecting side; with face layers thin enough to be transparent, the current at $1$ V would rise by more than four decades, and at $0.1$ V about threefold. Real films also contain defects, and current through them can dominate. That route is absent here and its size has not been estimated, so the currents above are not predictions of measured leakage. On silicon the conduction-band barrier of SrTiO$_3$ is small, so the $1$ eV used here belongs to the metal-electrode capacitor and not to a gate stack made directly on silicon. The numerical output follows.

\section*{Table of computed values}
\begin{verbatim}
barrier 1.0 eV, mass 0.2 m0, EOT 1.0 nm, T 300 K
reference permittivity 3.9
thermal energy kT = 0.02585 eV
decay constant kappa = 2.291 1/nm
tunnelling exponent per thickness = 4.582 1/nm
thermionic exponent phi/kT = 38.68
crossing thickness t* = 8.44 nm
crossing permittivity k* = 32.92
k* from computed slopes = 32.92
combined exponent at W = phi/2: 46.69
cold/hot current ratio at k* = 3.05
same ratio for phi/kT = 400: 3.135
equal-current k, semiclassical = 33.9
equal-current k, wave matching = 36.3
electrode band depth in wave matching = 5.0 eV
equal-current k at 0.1 V = 34.4
equal-current k at 0.3 V = 34.8
equal-current k at 1.0 V = 47.0
image lowering at mid-film, t*: 0.024 eV
k* with image forces = 34.0
k* at 358 K = 27.6
k* for mass 1.0 m0 = 14.7
k* for barrier 0.5 eV = 23.3
k* for barrier 1.5 eV = 40.3
one-way thermal velocity v_R = 6.02e+06 cm/s
diffusion coefficient D = 0.129 cm2/s
scattering reduction at t* = 40 times
k* with scattering = 36.1
leakage fall per unit k below k* = 0.510 decades
leakage rise per 0.1 eV lost above k* = 1.68 decades
SrTiO3 film: k 100, optical permittivity 5
SrTiO3 film: mobility 5 cm2/Vs
film thickness = 25.6 nm
film tunnelling exponent = 117.5
thermionic current density = 3.43e-11 A/cm2
field at 1 V: film 0.39 MV/cm, at t* 1.18 MV/cm
film image lowering at 1 V = 0.106 eV
its current increase = 60 times
film total/over-barrier current at 1 V = 28.79
film cold/hot current at 1 V = 6.9e-06
k 20: J(0.1 V) = 2.21e-03, J(1 V) = 2.46e+00 A/cm2
k 33: J(0.1 V) = 5.63e-10, J(1 V) = 1.58e-04 A/cm2
k 50: J(0.1 V) = 7.25e-11, J(1 V) = 1.33e-07 A/cm2
k 100: J(0.1 V) = 5.30e-11, J(1 V) = 9.89e-10 A/cm2
\end{verbatim}
